# Klemens Decay of an Optical Phonon: Linewidth, Daughter Occupation and Heat

## 1. Definitions and conventions

A crystal of $N$ unit cells has an optical phonon at the zone centre with angular frequency $\omega_0$, ladder operators $a,a^\dagger$ and $M$ quanta. Acoustic phonons have frequencies $\omega_q=\omega_{-q}$, operators $b_q,b_q^\dagger$ and occupation numbers $n_q$. The temperature is $T$, and a mode of frequency $\omega$ in equilibrium has mean occupation

$$n_B(\omega)=\frac{1}{e^{\hbar\omega/kT}-1}.$$

The linewidth $\gamma$ is the full width at half maximum of the optical line in angular frequency. Divided by $2\pi c$, it becomes a wavenumber.

In the Klemens channel the optical phonon splits into two acoustic phonons of one branch. The parent has zero wavevector, so the daughters have wavevectors $q$ and $-q$. Their frequencies are equal, and energy conservation sets each to $\omega_0/2$. With $n$ the mean occupation of a daughter mode, the result to be derived is

$$\gamma=\gamma_0(1+2n).$$

It holds to leading order in the cubic anharmonicity, for a smooth continuum of pairs, and with the daughters kept uncorrelated at occupation $n$ by faster processes. The prefactor $\gamma_0$ does not depend on temperature if frequencies and couplings are held fixed.

## 2. The simple case: one pair, empty daughters

**The coupling.** Let $u$ be the uniform relative displacement of the two sublattices and $\mu$ their reduced mass per cell. The kinetic energy is $N\mu\dot u^2/2$, so $u$ is an oscillator of mass $N\mu$:

$$u=\frac{x_0}{\sqrt N}(a+a^\dagger),\qquad x_0=\sqrt{\frac{\hbar}{2\mu\omega_0}}.$$

As a model of the cubic term, let this displacement change every acoustic stiffness by the same fraction, $\omega_q^2\to\omega_q^2(1+\lambda u)$, where $\lambda$ is an inverse length. The mass-weighted acoustic coordinates satisfy $Q_{-q}=Q_q^\dagger$. Their potential energy is $\frac12\sum_q\omega_q^2Q_q^\dagger Q_q$. The terms $q$ and $-q$ are equal, so each distinct pair contributes $\omega_q^2Q_q^\dagger Q_q$, and the coupling is

$$V=\sum_{\rm pairs}\lambda u\,\omega_q^2Q_q^\dagger Q_q,\qquad Q_q=\sqrt{\frac{\hbar}{2\omega_q}}\,(b_q+b_{-q}^\dagger).$$

Inserting $u$ and $Q_q$ gives

$$V=\sum_{\rm pairs}\hbar g_q(a+a^\dagger)(b_q+b_{-q}^\dagger)(b_q^\dagger+b_{-q}),\qquad g_q=\frac{\lambda x_0\omega_q}{2\sqrt N}.$$

**Which terms count.** Since $b_qb_q^\dagger=n_q+1$, the acoustic product is

$$b_qb_{-q}+b_q^\dagger b_{-q}^\dagger+(1+n_q+n_{-q}).$$

Multiplied by $a+a^\dagger$, it yields two terms that can conserve energy: $a\,b_q^\dagger b_{-q}^\dagger$, which is decay, and $a^\dagger b_qb_{-q}$, which is recombination. The terms $a\,b_qb_{-q}$ and $a^\dagger b_q^\dagger b_{-q}^\dagger$ destroy or create three quanta and are far from resonance. The number-conserving bracket leaves the acoustic energy unchanged, so it cannot take up $\hbar\omega_0$. Its mean is a static force on $u$. We measure $u$ from the displaced equilibrium and absorb the resulting change of stiffness into $\omega_q$ and $\lambda$. The force grows with the acoustic energy, so the absorbed values drift with temperature. This is a higher-order effect that we neglect. For the parameters of Section 5 it would raise $\gamma_0$ by about 0.6% at 300 K and 3% at 1000 K relative to zero temperature.

**The matrix element.** From one optical quantum and empty daughters, the amplitude for decay is $\hbar g_q$. Standing waves check the factors. Write $Q_q=(c+is)/\sqrt2$ with real coordinates $c$ and $s$, so that $Q_q^\dagger Q_q=(c^2+s^2)/2$. The two-quantum matrix element of an oscillator is $\langle2|c^2|0\rangle=\sqrt2\,\hbar/(2\omega_q)$. The amplitude for exciting $c$ twice is therefore

$$\frac{\lambda x_0}{\sqrt N}\,\frac{\omega_q^2}{2}\,\frac{\sqrt2\,\hbar}{2\omega_q}=\frac{\hbar g_q}{\sqrt2}.$$

The wave $s$ gives the same amplitude and a different final state. Adding the two probabilities gives $2(\hbar g_q)^2/2=(\hbar g_q)^2$, as with travelling waves.

**The cold rate.** One pair alone would exchange energy with the parent periodically. Irreversible decay needs many pairs with closely spaced frequencies. The golden rule, with $\delta(\hbar x)=\delta(x)/\hbar$, then gives

$$\gamma_0=2\pi\sum_{\rm pairs}g_q^2\,\delta(\omega_0-2\omega_q).$$

This is the decay rate of one optical quantum into an empty acoustic bath.

## 3. Occupied daughters

Now let the modes contain $M$, $n_q$ and $n_{-q}$ quanta. The ladder operators give the squared matrix elements

$$\text{decay: }(\hbar g_q)^2M(n_q+1)(n_{-q}+1),$$
$$\text{recombination: }(\hbar g_q)^2(M+1)n_qn_{-q}.$$

The daughters are different modes. When they are uncorrelated, the average of each product is the product of averages. Points where $q$ and $-q$ are the same mode are a vanishing fraction of a large crystal. All resonant daughters have frequency $\omega_0/2$ and, in a thermal bath, the same $n$. The rates are thus

$$W_\downarrow=\gamma_0M(n+1)^2,\qquad W_\uparrow=\gamma_0(M+1)n^2.$$

Standing waves again provide a separate check. In a decay, a standing wave with $m$ quanta gains two more, with squared amplitude $(\hbar g_q)^2(m+1)(m+2)/4$. For a thermal distribution $\langle m^2\rangle=2n^2+n$, so

$$\langle(m+1)(m+2)\rangle=2n^2+n+3n+2=2(n+1)^2.$$

Two standing waves together give $(\hbar g_q)^2(n+1)^2$. Likewise $\langle m(m-1)\rangle=2n^2$ leads to $(\hbar g_q)^2n^2$ for recombination, in which a standing wave loses two quanta.

**The net rate.** Let $\bar M$ be the mean optical occupation. Each decay removes one quantum and each recombination adds one:

$$\frac{d\bar M}{dt}=-\gamma_0(n+1)^2\bar M+\gamma_0n^2(\bar M+1).$$

Collecting the terms in $\bar M$ and using $(n+1)^2-n^2=1+2n$,

$$\frac{d\bar M}{dt}=-\gamma_0(1+2n)\bar M+\gamma_0n^2=-\gamma\,(\bar M-M_{\rm eq}),$$

$$\gamma=\gamma_0(1+2n),\qquad M_{\rm eq}=\frac{n^2}{1+2n}.$$

The quadratic terms cancel because the occupation that stimulates decay also feeds recombination. The rate does not contain $\bar M$: a more populated parent loses more quanta per unit time, but its excess decays with the same time constant.

**Test on equilibrium.** Put $y=e^{\hbar\omega_0/2kT}$. Then $n=1/(y-1)$ and $1+2n=(y+1)/(y-1)$, so

$$M_{\rm eq}=\frac{1}{(y-1)^2}\,\frac{y-1}{y+1}=\frac{1}{y^2-1}=n_B(\omega_0).$$

The parent comes to the temperature of its daughters, as detailed balance requires. The same substitution gives

$$\gamma(T)=\gamma_0\coth\frac{\hbar\omega_0}{4kT}.$$

The numerical output also gives the relaxation rate found by diagonalizing the rate equations for the whole ladder of optical levels, with transition strengths from thermal standing-wave sums. It agrees with $\gamma$ at all four temperatures listed there.

## 4. From a relaxation rate to a linewidth

A population decay rate is not automatically a spectral width, since a spectrum follows the amplitude. Define $B_q=b_qb_{-q}$ and keep the resonant coupling $\sum\hbar g_q(aB_q^\dagger+a^\dagger B_q)$. The Heisenberg equations are

$$i\dot a=\omega_0a+\sum_{\rm pairs}g_qB_q,\qquad i\dot B_q=2\omega_qB_q+g_q[B_q,B_q^\dagger]\,a.$$

The commutator is

$$[B_q,B_q^\dagger]=(n_q+1)(n_{-q}+1)-n_qn_{-q}=1+n_q+n_{-q}.$$

The daughter factor thus appears directly in the amplitude equation. Each pair is weakly coupled, with $g_q^2\propto1/N$, so the parent hardly changes any one occupation. To leading order we replace the commutator by its mean $F_q=1+2n_B(\omega_q)$. Let $\langle B_q\rangle=0$ initially. Solving the second equation and inserting it in the first gives

$$\langle\dot a\rangle=-i\omega_0\langle a\rangle-\sum_{\rm pairs}g_q^2F_q\int_0^t e^{-2i\omega_q(t-t')}\langle a(t')\rangle\,dt'.$$

Write $\langle a\rangle=A(t)e^{-i\omega_0t}$. For weak coupling $A$ changes little during the memory time of the broad pair continuum. We may take $A$ out of the integral and extend the upper limit to infinity. With $\int_0^\infty e^{ix\tau}d\tau=\pi\delta(x)+i\,\mathcal P(1/x)$,

$$\dot A=-\left(\frac{\gamma}{2}+i\Delta\right)A,\qquad \Delta=\mathcal P\sum_{\rm pairs}\frac{g_q^2F_q}{\omega_0-2\omega_q},$$

$$\gamma=2\pi\sum_{\rm pairs}g_q^2F_q\,\delta(\omega_0-2\omega_q)=\gamma_0(1+2n).$$

The delta function sets $F_q=1+2n$ at the daughter frequency. The amplitude decays at $\gamma/2$ and its square at $\gamma$. The line shape is the real part of the one-sided Fourier transform:

$${\rm Re}\int_0^\infty e^{i(\omega-\omega_0-\Delta)t-\gamma t/2}dt=\frac{\gamma/2}{(\omega-\omega_0-\Delta)^2+(\gamma/2)^2}.$$

It falls to half its maximum at $\pm\gamma/2$ from the centre, so its full width is $\gamma$. At this order the real shift $\Delta$ moves the line without widening it. The variation of shift and rate across the line changes the width only at higher order, by a few tenths of a per cent at 1000 K in the example below. It is only the resonant part of the shift. The non-resonant terms left out here add $-\sum_{\rm pairs}g_q^2F_q/(\omega_0+2\omega_q)$, which is of the same order in $g_q$ but does not change the width at this order.

The use of a mean occupation can be examined in these linear equations. At 300 K, many pairs were given random integer occupations drawn from the thermal distribution. A small artificial broadening smoothed the discrete sum. After its contribution was subtracted, the full width was 0.316 rad/ps, 0.4% above the formula. This is a single random draw. Other draws scatter by a per cent or two, so the closeness of this one is partly luck. This tests the averaging over pairs and the width at half maximum, but not the rest of the Lorentzian profile. It does not test the neglect of changes in the occupations during the decay.

## 5. Many pairs: the size of $\gamma_0$

For three equal Debye branches with cutoff $\omega_D$, the density of acoustic modes per cell is

$$D(\omega)=\frac{9\omega^2}{\omega_D^3},\qquad \int_0^{\omega_D}D(\omega)\,d\omega=3.$$

Two modes make one pair, so $\sum_{\rm pairs}\to(N/2)\int D(\omega)\,d\omega$. With $\delta(\omega_0-2\omega)=\frac12\delta(\omega-\omega_0/2)$ and $g_q^2=\lambda^2x_0^2\omega_q^2/(4N)$,

$$\gamma_0=2\pi\,\frac N2\,\frac12\,D\!\left(\frac{\omega_0}{2}\right)\frac{\lambda^2x_0^2\omega_0^2}{16N}
=\frac{\pi}{32}\lambda^2x_0^2\omega_0^2D\!\left(\frac{\omega_0}{2}\right).$$

Since $D(\omega_0/2)=9\omega_0^2/(4\omega_D^3)$,

$$\gamma_0=\frac{9\pi}{128}(\lambda x_0)^2\frac{\omega_0^4}{\omega_D^3},\qquad \omega_0<2\omega_D.$$

The crystal size has cancelled: each coupling falls as $1/\sqrt N$ while the number of pairs grows as $N$. If $\omega_0>2\omega_D$, no pair can take the energy and this channel is closed at the present order.

**Numbers.** Take round model parameters: optical frequency 15 THz, Debye frequency 10 THz, $\mu=14$ u and $\lambda=1$ per ångström. Then $\omega_0=94.25$ rad/ps, $\omega_0/\omega_D=1.5$ and $x_0=0.04906$ Å. Thus

$$\gamma_0=\frac{9\pi}{128}(0.04906)^2(94.25)(1.5)^3\ {\rm ps^{-1}}=0.169\ {\rm ps^{-1}}.$$

The cold lifetime is 5.9 ps and the full width is 0.90 cm$^{-1}$.

An explicit sum over wavevectors gives 0.1694 ps$^{-1}$, against 0.1691 from the formula. That sum replaces the delta function by a Gaussian of standard deviation $0.02\,\omega_0$. The summand grows as the fourth power of frequency, two powers from $g_q^2$ and two from the density. Since $\langle(1+\epsilon)^4\rangle\simeq1+6\langle\epsilon^2\rangle$, the broadening should raise the result by about $6(0.02)^2=0.24\%$. The observed excess is 0.18%. The difference comes from the mesh: the sphere of radius 45 grid steps contains 0.055% more points than its volume, and the sum is divided by that count. Radii of 40 and 50 give excesses of 0.36% and 0.30%, so the last digit of 0.1694 depends on the mesh.

## 6. Temperature limits

**Cold daughters.** For $kT\ll\hbar\omega_0/2$, $n\simeq e^{-\hbar\omega_0/2kT}$ and

$$\gamma\simeq\gamma_0\left(1+2e^{-\hbar\omega_0/2kT}\right).$$

The width remains finite at zero temperature, because spontaneous decay needs no phonon in the final modes. The exponent contains the daughter energy, 31.0 meV here, rather than the parent energy of 62.0 meV.

**Hot daughters.** Put $z=\hbar\omega_0/4kT$. From $\coth z=1/z+z/3+\dots$,

$$\gamma\simeq\gamma_0\frac{4kT}{\hbar\omega_0}\left(1+\frac{z^2}{3}\right).$$

Substituting the model value of $\gamma_0$ and $x_0^2=\hbar/(2\mu\omega_0)$ into the leading term gives

$$\gamma\to\frac{9\pi}{64}\,\frac{\lambda^2kT\,\omega_0^2}{\mu\,\omega_D^3}.$$

Planck's constant has cancelled, as it should in the classical limit. At 1000 K the linear estimate of $1+2n$ is 5.556 and the full value is 5.616. The difference is about 1%, as the correction $z^2/3$ with $z=1/5.556$ predicts.

Between these limits, with all frequencies and couplings held fixed, the model gives:

| $T$ (K) | $1+2n$ | Full width (cm$^{-1}$) |
|---:|---:|---:|
| 100 | 1.056 | 0.948 |
| 300 | 1.862 | 1.672 |
| 600 | 3.433 | 3.082 |
| 1000 | 5.616 | 5.042 |

At 300 K the daughter occupation is 0.431, so the width is $0.898(1+2\times0.431)=1.67$ cm$^{-1}$ and the lifetime is 3.18 ps. The parent occupation is 0.0998. Putting it in place of $n$ would give a factor of 1.20 instead of 1.86.

## 7. Heat delivered to the acoustic bath

Electrons in a driven device can populate optical phonons above the lattice temperature. Where it is open, the Klemens channel is one route by which that energy reaches acoustic modes. In real crystals it need not be the main route: in silicon the decay goes mostly into unequal longitudinal and transverse pairs (Section 8), and for the longitudinal optical mode of GaN the two-acoustic channel is closed. The numbers below belong to the model, not to a particular material. Each net decay transfers $\hbar\omega_0$, so one optical mode delivers the power

$$P=\hbar\omega_0\gamma(\bar M-M_{\rm eq}).$$

Let the mode be populated as at 600 K while the daughters remain at 300 K. Then $\bar M=0.4311$, $M_{\rm eq}=0.0998$, and

$$P=62.04\ {\rm meV}\times0.3149\ {\rm ps^{-1}}\times0.3313=6.47\ {\rm meV/ps}.$$

This is 1.04 nW for the single mode at the initial instant. The power falls as $e^{-\gamma t}$ if nothing refills the parent and the daughters stay at 300 K. A total heating rate needs a sum over all populated optical modes, each with its own allowed decays.

**When the daughters warm up.** Written in terms of $n$, the power is

$$P=\hbar\omega_0\gamma_0\left[(1+2n)\bar M-n^2\right],\qquad
\frac{\partial P}{\partial n}=2\hbar\omega_0\gamma_0(\bar M-n).$$

At fixed $\bar M$, warming the daughters increases the heat flow while $n<\bar M$ and reduces it when $n>\bar M$. The maximum is at $n=\bar M$. The example lies at this maximum: halving both the phonon energy and the temperature leaves the Bose factor unchanged, so a 15 THz mode at 600 K and a 7.5 THz mode at 300 K have the same occupation.

If the daughters continue to warm, the flow drops and reaches zero at 600 K, although $\gamma$ has by then risen from 0.315 to 0.581 ps$^{-1}$. A broad line therefore does not by itself imply efficient cooling. The linewidth measures how fast the parent approaches the bath; the heat flow also depends on how far it is from the bath.

## 8. A second case: unequal daughters

Suppose the parent instead decays into two different branches, with $\omega_1+\omega_2=\omega_0$ and occupations $n_1,n_2$. The net factor becomes

$$(n_1+1)(n_2+1)-n_1n_2=1+n_1+n_2.$$

For equal daughters this returns $1+2n$. At a common temperature the equal split has the smallest thermal factor. To see this, expand $n_B(\omega)=\sum_{j\ge1}e^{-j\hbar\omega/kT}$. Every term is a convex function of $\omega$, so the sum is convex too, and

$$n_B(\omega_1)+n_B(\omega_2)\ge2n_B(\omega_0/2).$$

An unequal channel therefore has a larger ratio of warm to cold width. Its absolute width may be smaller or larger, since it has its own coupling and density of pairs.

## 9. Where the law stops applying

A measured width contains every broadening process. Defects and carriers can add to it, and quartic anharmonicity brings terms with a different temperature dependence. Thermal expansion changes the frequencies and couplings, so $\gamma_0$ itself may drift. The constant-prefactor law describes the Klemens contribution when that drift is small.

The Lorentzian shape needs a pair density and coupling that vary little across the line. In the example $\gamma/\omega_0$ is about 1% at 1000 K, and the resonance is well below the pair cutoff at 20 THz. Near a band edge the decay rate varies within the line, and one number no longer describes it.

Finally, the daughters must lose their excess energy faster than the parent supplies it. If they are driven out of equilibrium but remain uncorrelated and equally occupied, $\gamma_0(1+2n)$ still holds with their instantaneous $n$, provided $n$ changes slowly. The coth formula then fails, because $n$ is no longer fixed by the lattice temperature. If the occupations of the two daughters of a pair become correlated, the average of $n_qn_{-q}$ is no longer $n^2$. This changes the source term in the rate equation, and with it the stationary occupation of the parent. The factor $1+2n$ multiplying $\bar M$ stays the same, because the product $n_qn_{-q}$ cancels from it.

## Table of computed values

```
Optical frequency: 15.0 THz
Daughter frequency: 7.5 THz
Debye cutoff frequency: 10.0 THz
Optical reduced mass: 14.0 u
Stiffness coefficient lambda: 1.00 1/angstrom
Optical angular frequency w0: 94.248 rad/ps
Debye angular frequency wD: 62.832 rad/ps
Zero-point length x0: 0.04906 angstrom
lambda*x0: 0.04906 (dimensionless)
Optical quantum: 62.035 meV
Daughter quantum: 31.018 meV
gamma0, formula: 0.16909 1/ps
gamma0, wavevector sum: 0.16940 1/ps
gamma0 as full width: 0.8977 cm^-1
Zero-temperature lifetime: 5.914 ps
T = 100 K: daughter occupation 0.02811, 1+2n = 1.05622
  rate from optical ladder 0.17860 1/ps, formula 0.17860 1/ps
  full width 0.9482 cm^-1, lifetime 5.599 ps
T = 300 K: daughter occupation 0.43113, 1+2n = 1.86226
  rate from optical ladder 0.31489 1/ps, formula 0.31489 1/ps
  full width 1.6717 cm^-1, lifetime 3.176 ps
T = 600 K: daughter occupation 1.21662, 1+2n = 3.43325
  rate from optical ladder 0.58054 1/ps, formula 0.58054 1/ps
  full width 3.0820 cm^-1, lifetime 1.723 ps
T = 1000 K: daughter occupation 2.30815, 1+2n = 5.61629
  rate from optical ladder 0.94967 1/ps, formula 0.94967 1/ps
  full width 5.0417 cm^-1, lifetime 1.053 ps
High-T estimate of 1+2n at 1000 K: 5.55643
Spectral full width at 300 K: 0.3163 rad/ps
Spectral width / formula: 1.0044
Parent occupation at 300 K: 0.09981
Wrong factor using parent, 300 K: 1.19962
Parent occupation at 600 K: 0.43113
Excess parent occupation: 0.33132
Heat flow per optical mode: 6.4722 meV/ps
Heat flow per optical mode: 1.0370 nW
```
